**Oscillator strength from integrated molar absorptivity**

The program tests \(f=K(n/L^2)\int\varepsilon\,d\tilde\nu\), where \(f\) is the oscillator strength, \(\varepsilon\) the decadic molar absorptivity, \(\tilde\nu\) the wavenumber, \(n\) the host index and \(L\) the ratio of local to macroscopic field. It asserts that the Rydberg and SI forms of \(K\) agree and that time propagation of randomly oriented electrons in a box reproduces \(K\) within 0.1%. An Ewald sum tests the Lorentz field, and a radial finite-volume solution tests the cavity field. For the model band, the output gives \(f=0.230\) without correction, 0.147 with the Lorentz field and 0.239 with the cavity field. For a Clausius–Mossotti mixture with a nondispersive host, the program asserts that the area per chromophore matches the formula within one part in a million at both 0.001 and 1 mol/L. The absorption peak moves by −31 cm⁻¹ between these loadings.

## Numerical verification

```python
# Result under test: f = K * (n/L^2) * integral of epsilon over wavenumber,
# K = 1000 ln(10) / (4 pi^2 N_A alpha a0^2 R_inf), about 4.32e-9.
# f: oscillator strength; epsilon: decadic molar absorptivity, L/(mol cm);
# n: host refractive index; L: local field / macroscopic field;
# a0: Bohr radius (cm in K); R_inf: Rydberg constant (1/cm in K);
# alpha: fine-structure constant; N_A: Avogadro constant.
# Rydberg units: hbar = 1, m = 1/2, e^2 = 2; energies in Ry, lengths in a0.
import cmath
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.special import erfc

pi = np.pi
alpha = const.fine_structure
avogadro = const.N_A
bohr_m = const.physical_constants["Bohr radius"][0]
bohr_cm = 100 * bohr_m
rydberg_cm = const.Rydberg / 100
ln10 = np.log(10)


def close(value, reference, tolerance):
    return abs(value - reference) <= tolerance * abs(reference)


# The factor in Rydberg form and in SI form
K = 1000 * ln10 / (4 * pi**2 * avogadro * alpha * bohr_cm**2 * rydberg_cm)
K_si = (10 * 4 * const.epsilon_0 * const.m_e * const.c**2 * ln10
        / (avogadro * const.e**2))
assert close(K, K_si, 1e-7)
assert round(K * 1e9, 2) == 4.32

# Beer's law: attenuation by many thin layers against the decadic law
test_absorptivity, test_conc, path_cm, layers = 1000.0, 1e-3, 1.0, 10**6
sigma_cm2 = 1000 * ln10 * test_absorptivity / avogadro
density_cm3 = test_conc * avogadro / 1000
transmission = (1 - density_cm3 * sigma_cm2 * path_cm / layers)**layers
assert close(transmission, 10**(-test_absorptivity * test_conc * path_cm), 1e-5)

# Electron in a box: dipole matrix by quadrature, and the sum rule
box_length, n_states = 12.0, 30
nodes, weights = np.polynomial.legendre.leggauss(200)
x = box_length * (nodes + 1) / 2
wx = weights * box_length / 2
level = np.arange(1, n_states + 1)
states = np.sqrt(2 / box_length) * np.sin(np.outer(level, x) * pi / box_length)
x_matrix = (states * (wx * (x - box_length / 2))) @ states.T
energies = (level * pi / box_length)**2
axis_strengths = (energies - energies[0]) * x_matrix[0]**2
sum_rule = axis_strengths.sum()
assert close(sum_rule, 1.0, 2e-4)  # truncation of the sum over states

# Time propagation of randomly oriented boxes in a weak pulse
kept = 8
gap = energies[1] - energies[0]
f_box = gap * x_matrix[0, 1]**2 / 3
tau, dt, peak_force, pulse_energy = 20.0, 0.1, 1e-4, 0.21
times = -8 * tau + (np.arange(int(round(16 * tau / dt))) + 0.5) * dt
force = peak_force * np.exp(-times**2 / (2 * tau**2)) * np.cos(pulse_energy * times)
cosines, angle_weights = np.polynomial.legendre.leggauss(4)
positions, vectors = np.linalg.eigh(x_matrix[:kept, :kept])
half_phase = np.exp(-0.5j * energies[:kept] * dt)[:, None]
psi = np.zeros((kept, len(cosines)), complex)
psi[0] = 1
for force_now in force:
    psi = half_phase * psi
    kick = np.exp(1j * dt * force_now * np.outer(positions, cosines))
    psi = half_phase * (vectors @ (kick * (vectors.T @ psi)))
excitation = (energies[:kept] - energies[0]) @ np.abs(psi)**2
absorbed = excitation @ angle_weights / 2

# Incident flux from the SI Poynting vector, expressed in Rydberg units
flux_factor = const.epsilon_0 * const.c * const.hbar / const.e**2
assert close(flux_factor, 1 / (4 * pi * alpha), 1e-7)


def spectral_fluence(energy):
    amplitude = np.exp(1j * np.outer(np.atleast_1d(energy), times)) @ force * dt
    return flux_factor * np.abs(amplitude)**2 / pi


energy_step = 0.002
energy_grid = (np.arange(400) + 0.5) * energy_step
fluence_spectrum = spectral_fluence(energy_grid).sum() * energy_step
fluence_time = flux_factor * np.sum(force**2) * dt
assert close(fluence_spectrum, fluence_time, 1e-5)
area_simulated = absorbed / spectral_fluence(gap)[0]
area_formula = 4 * pi**2 * alpha * f_box
assert close(area_simulated, area_formula, 1e-3)  # weak-field correction
molar_area = area_simulated * bohr_cm**2 * rydberg_cm * avogadro / (1000 * ln10)
K_simulated = f_box / molar_area
assert close(K_simulated, K, 1e-3)

# Lorentz field: Ewald sum for unit dipoles on a unit cubic lattice,
# with zero macroscopic field
eta = 2.0
cells = np.array([(i, j, k) for i in range(-5, 6) for j in range(-5, 6)
                  for k in range(-5, 6) if (i, j, k) != (0, 0, 0)], float)
r2 = np.sum(cells**2, axis=1)
r = np.sqrt(r2)
gauss = 2 * eta / np.sqrt(pi) * np.exp(-eta**2 * r2)
B = erfc(eta * r) / r**3 + gauss / r2
C = 3 * erfc(eta * r) / r**5 + gauss * (2 * eta**2 + 3 / r2) / r2
k2 = (2 * pi)**2 * r2
lattice_field = (np.sum(cells[:, 2]**2 * C - B) + 4 * eta**3 / (3 * np.sqrt(pi))
                 - 4 * pi * np.sum(cells[:, 2]**2 / r2 * np.exp(-k2 / (4 * eta**2))))
assert close(lattice_field, 4 * pi / 3, 1e-9)


def lorentz_ratio(n):
    return (n**2 + 2) / 3


def cavity_ratio(n):
    return 3 * n**2 / (2 * n**2 + 1)


def cavity_ratio_numerical(n):
    # Finite volumes in s = ln(r / cavity radius), potential R(r) cos(theta)
    count = 6000
    h = 12 / count
    s = -6 + (np.arange(count) + 0.5) * h
    permittivity = np.where(s < 0, 1.0, n**2)
    left, right = permittivity[:-1], permittivity[1:]
    g = 2 * left * right / (left + right) * np.exp(s[:-1] + h / 2) / h
    bands = np.zeros((3, count))
    bands[1, 0] = bands[1, -1] = 1
    bands[0, 2:] = g[1:]
    bands[2, :-2] = g[:-1]
    bands[1, 1:-1] = -g[1:] - g[:-1] - 2 * permittivity[1:-1] * np.exp(s[1:-1]) * h
    source = np.zeros(count)
    source[-1] = np.exp(s[-1])
    potential = solve_banded((1, 1), bands, source)
    probe = np.argmin(np.abs(s + 1))
    return potential[probe] / np.exp(s[probe])


# Worked example: Gaussian chromophore band in a host
peak_eps, centre, width, host_n = 10000.0, 40000.0, 5000.0, 1.7
L_lorentz, L_cavity = lorentz_ratio(host_n), cavity_ratio(host_n)
cavity_numeric = cavity_ratio_numerical(host_n)
assert close(cavity_numeric, L_cavity, 2e-4)  # grid error


def band(wavenumber):
    return peak_eps * np.exp(-4 * np.log(2) * ((wavenumber - centre) / width)**2)


low, high = centre - 5 * width, centre + 5 * width
band_area = quad(band, low, high, points=[centre], epsabs=0, epsrel=1e-10)[0]
assert close(band_area, peak_eps * width * np.sqrt(pi / np.log(2)) / 2, 1e-8)
area_wavelength = quad(lambda nm: band(1e7 / nm) * 1e7 / nm**2, 1e7 / high,
                       1e7 / low, points=[1e7 / centre], epsabs=0, epsrel=1e-9)[0]
assert close(area_wavelength, band_area, 1e-7)
f_plain = K * band_area
factor_lorentz = host_n / L_lorentz**2
factor_cavity = host_n / L_cavity**2
assert close(factor_lorentz, 9 * host_n / (host_n**2 + 2)**2, 1e-12)
assert close(factor_cavity, (2 * host_n**2 + 1)**2 / (9 * host_n**3), 1e-12)
f_lorentz, f_cavity = f_plain * factor_lorentz, f_plain * factor_cavity
inverse_area = quad(lambda v: band(v) / v, low, high, points=[centre],
                    epsabs=0, epsrel=1e-10)[0]
length_plain = np.sqrt(3 * K * rydberg_cm * inverse_area)
length_lorentz = length_plain * np.sqrt(factor_lorentz)
length_cavity = length_plain * np.sqrt(factor_cavity)
centre_ry, width_ry = centre / rydberg_cm, width / rydberg_cm
length_centre = np.sqrt(3 * f_plain / centre_ry)
assert close(length_centre, length_plain, 5e-3)  # finite relative bandwidth

# Clausius-Mossotti mixture: a Lorentzian oscillator in a nondispersive host
host_term = (host_n**2 - 1) / (host_n**2 + 2)


def absorption_per_molecule(energy, density):
    polarizability = 4 * f_lorentz / (centre_ry**2 - energy**2
                                      - 1j * width_ry * energy)
    total = host_term + 4 * pi / 3 * density * polarizability
    index = cmath.sqrt((1 + 2 * total) / (1 - total))
    return alpha * energy * index.imag / density


expected_area = 4 * pi**2 * alpha * f_lorentz * L_lorentz**2 / host_n
loadings = [0.001, 1.0]
area_ratios, peaks = [], []
peak_grid = np.linspace(centre_ry - 0.02, centre_ry + 0.02, 20001)
for loading in loadings:
    density = loading * 1000 * avogadro * bohr_m**3
    near = quad(absorption_per_molecule, 0, 2 * centre_ry, args=(density,),
                points=[centre_ry], epsabs=0, epsrel=1e-9, limit=400)[0]
    far = quad(absorption_per_molecule, 2 * centre_ry, np.inf, args=(density,),
               epsabs=0, epsrel=1e-8, limit=400)[0]
    area_ratios.append((near + far) / expected_area)
    assert close(area_ratios[-1], 1.0, 1e-6)
    spectrum = [absorption_per_molecule(energy, density) for energy in peak_grid]
    peaks.append(peak_grid[int(np.argmax(spectrum))] * rydberg_cm)
peak_shift = peaks[1] - peaks[0]
assert peak_shift < 0

print(f"Factor K, Rydberg form: {K:.5e} mol cm^2/L")
print(f"Factor K, SI form: {K_si:.5e} mol cm^2/L")
print(f"Factor K from time propagation: {K_simulated:.5e} mol cm^2/L")
print(f"Thin-layer transmission at absorbance 1: {transmission:.6f}")
print(f"Box length: {box_length:.1f} a0")
print(f"Box transition energy: {gap:.5f} Ry")
print(f"Box oscillator strength, isotropic: {f_box:.5f}")
print(f"Box sum of axis strengths, {n_states} states: {sum_rule:.5f}")
print(f"Integrated cross-section, propagated: {area_simulated:.6f} a0^2 Ry")
print(f"Integrated cross-section, formula: {area_formula:.6f} a0^2 Ry")
print(f"Lattice field / polarization: {lattice_field:.6f}")
print(f"4 pi / 3: {4 * pi / 3:.6f}")
print(f"Peak absorptivity: {peak_eps:.0f} L/(mol cm)")
print(f"Band centre: {centre:.0f} cm^-1")
print(f"Band centre, converted: {centre_ry:.5f} Ry")
print(f"Band full width at half maximum: {width:.0f} cm^-1")
print(f"Host refractive index: {host_n:.2f}")
print(f"Band area: {band_area:.5e} L/(mol cm^2)")
print(f"Band area from wavelength integral: {area_wavelength:.5e} L/(mol cm^2)")
print(f"Uncorrected f: {f_plain:.4f}")
print(f"Lorentz field ratio L: {L_lorentz:.4f}")
print(f"Cavity field ratio L, formula: {L_cavity:.4f}")
print(f"Cavity field ratio L, finite volumes: {cavity_numeric:.4f}")
print(f"Lorentz correction n/L^2: {factor_lorentz:.4f}")
print(f"Cavity correction n/L^2: {factor_cavity:.4f}")
print(f"f with Lorentz field: {f_lorentz:.4f}")
print(f"f with cavity field: {f_cavity:.4f}")
print(f"Ratio of cavity f to Lorentz f: {f_cavity / f_lorentz:.4f}")
print(f"Transition length, uncorrected: {length_plain:.4f} a0")
print(f"Transition length, band-centre estimate: {length_centre:.4f} a0")
print(f"Transition length, Lorentz field: {length_lorentz:.4f} a0")
print(f"Transition length, cavity field: {length_cavity:.4f} a0")
for loading, ratio in zip(loadings, area_ratios):
    print(f"Mixture area / formula at {loading:g} mol/L: {ratio:.8f}")
print(f"Mixture peak shift, {loadings[0]:g} to {loadings[1]:g} mol/L: "
      f"{peak_shift:.1f} cm^-1")
print("every check passed")
```

Output:

```
Factor K, Rydberg form: 4.31900e-09 mol cm^2/L
Factor K, SI form: 4.31900e-09 mol cm^2/L
Factor K from time propagation: 4.31903e-09 mol cm^2/L
Thin-layer transmission at absorbance 1: 0.100000
Box length: 12.0 a0
Box transition energy: 0.20562 Ry
Box oscillator strength, isotropic: 0.32022
Box sum of axis strengths, 30 states: 0.99996
Integrated cross-section, propagated: 0.092252 a0^2 Ry
Integrated cross-section, formula: 0.092253 a0^2 Ry
Lattice field / polarization: 4.188790
4 pi / 3: 4.188790
Peak absorptivity: 10000 L/(mol cm)
Band centre: 40000 cm^-1
Band centre, converted: 0.36451 Ry
Band full width at half maximum: 5000 cm^-1
Host refractive index: 1.70
Band area: 5.32234e+07 L/(mol cm^2)
Band area from wavelength integral: 5.32234e+07 L/(mol cm^2)
Uncorrected f: 0.2299
Lorentz field ratio L: 1.6300
Cavity field ratio L, formula: 1.2788
Cavity field ratio L, finite volumes: 1.2788
Lorentz correction n/L^2: 0.6398
Cavity correction n/L^2: 1.0396
f with Lorentz field: 0.1471
f with cavity field: 0.2390
Ratio of cavity f to Lorentz f: 1.6248
Transition length, uncorrected: 1.3774 a0
Transition length, band-centre estimate: 1.3755 a0
Transition length, Lorentz field: 1.1018 a0
Transition length, cavity field: 1.4044 a0
Mixture area / formula at 0.001 mol/L: 1.00000000
Mixture area / formula at 1 mol/L: 1.00000000
Mixture peak shift, 0.001 to 1 mol/L: -31.2 cm^-1
every check passed
```
